# The longitudinal g factor of L-valley electrons in germanium

A conduction electron in germanium sits in a valley at the L point of the zone. In a magnetic field along the valley axis its two spin states split by \(g_\parallel\mu_BB\), with a measured \(g_\parallel\) near 0.8 instead of the free-electron value 2. The problem is to estimate this number from the transverse mass \(m_t\), the gap to the nearest valence states and their spin-orbit splitting, and to find how far the estimate can be trusted.

Gaussian units are used. The electron has charge \(-e\), and \(\boldsymbol\pi=\mathbf p+e\mathbf A/c\), \(\mu_B=e\hbar/2mc\). The free-electron g factor is taken as 2, so the bare Zeeman energy is \(+\mu_B\boldsymbol\sigma\cdot\mathbf B\). The axes are \(z\parallel[111]\), \(x\parallel[1\bar10]\), \(y\parallel[11\bar2]\), taken in the sense that makes them right-handed.

## (a) Which couplings does symmetry allow?

**Question.** The conduction edge at L is a non-degenerate orbital \(S\) (symmetry L1), even about the centre of a bond along [111] and invariant under the rotations and mirrors that keep the [111] axis. The upper valence states are an odd doublet \(X,Y\) (L3') that transforms like \(x,y\). Find the momentum matrix elements between them and the spin-orbit coupling inside the doublet.

**Solution.** Let \(M_{ij}=\langle S|p_i|X_j\rangle\) with \(i,j=x,y\). Invariance under a 120° rotation about \(z\) requires \(M\) to commute with that rotation, so
\[
M=\begin{pmatrix}\alpha&\beta\\-\beta&\alpha\end{pmatrix}.
\]
The mirror \(x\to-x\) reverses \(X\) and \(p_x\) but leaves \(S\), \(Y\) and \(p_y\) alone. Hence \(M_{xy}=-M_{xy}=0\), so \(\beta=0\). The two numbers \(\langle S|p_z|X_j\rangle\) form a vector in the plane that a 120° rotation leaves unchanged, so they vanish.

Since \(-\mathbf k_L\) differs from \(\mathbf k_L\) by a reciprocal lattice vector, the orbitals can be chosen real. Momentum is then imaginary:
\[
\langle S|p_x|X\rangle=\langle S|p_y|Y\rangle=iP,\qquad P\ \text{real}.
\]

Write the spin-orbit operator as \(\sum_i\Lambda_i\sigma_i\). Time reversal flips \(\sigma_i\), so each \(\Lambda_i\) must be odd under it. In a real basis a Hermitian, time-odd matrix is imaginary and antisymmetric. For two orbitals it is therefore a real number times \(L_z\), where \(L_zX=iY\) and \(L_zY=-iX\). The threefold axis forbids a preferred direction in the plane, which leaves
\[
H_{so}=\tfrac{\delta}{2}L_z\sigma_z .
\]
For the single orbital \(S\) such a matrix is zero, and parity forbids spin-orbit coupling between \(S\) and the doublet.

The eigenstates are \(R_\pm=(X\pm iY)/\sqrt2\), with \(L_zR_\pm=\pm R_\pm\). Take \(\delta>0\), the atomic ordering, and let \(\bar E\) be the gap from \(S\) to the centre of the doublet. For spin up, \(R_+\) is raised and lies at gap \(E_1\), while \(R_-\) lies at gap \(E_2\):
\[
E_1=\bar E-\tfrac{\delta}{2},\qquad E_2=\bar E+\tfrac{\delta}{2}.
\]
For spin down the two are exchanged.

## (b) Mass and moment from the same virtual transitions

**Question.** Keep only these states. Find the effective Hamiltonian of the conduction electron for weak \(B\parallel z\).

**Solution.** In the envelope equations \(S\) is coupled to a valence state \(n\) by \(\langle S|\mathbf p|n\rangle\cdot\boldsymbol\pi/m\). For energies close to the edge, the valence amplitude is
\[
F_n=\frac{\langle n|\mathbf p|S\rangle\cdot\boldsymbol\pi}{m(E_c-E_n)}F_S .
\]
Inserting it in the equation for \(F_S\) adds to \(\pi^2/2m+\mu_BB\sigma_z\) the term
\[
\sum_n\frac{(\langle S|\mathbf p|n\rangle\cdot\boldsymbol\pi)(\langle n|\mathbf p|S\rangle\cdot\boldsymbol\pi)}{m^2(E_c-E_n)} .
\]
The order of the components of \(\boldsymbol\pi\) matters, because
\[
[\pi_x,\pi_y]=\frac ec(-i\hbar)(\partial_xA_y-\partial_yA_x)=-\frac{i\hbar eB}{c}.
\]
From part (a), \(\langle S|p_x|R_\pm\rangle=iP/\sqrt2\) and \(\langle S|p_y|R_\pm\rangle=\pm i(iP)/\sqrt2\), so
\[
\langle S|\mathbf p|R_\pm\rangle\cdot\boldsymbol\pi=\frac{iP}{\sqrt2}(\pi_x\pm i\pi_y).
\]
Multiplying by the Hermitian conjugate gives
\[
\frac{P^2}{2}(\pi_x\pm i\pi_y)(\pi_x\mp i\pi_y)
=\frac{P^2}{2}\left(\pi_x^2+\pi_y^2\mp i[\pi_x,\pi_y]\right)
=\frac{P^2}{2}\left(\pi_\perp^2\mp\frac{\hbar eB}{c}\right).
\]
The two circular transitions contribute equally to the kinetic energy and oppositely to the magnetic moment. With \(R_+\) at \(E_1\) and \(R_-\) at \(E_2\) for spin up, and the reverse for spin down, the transverse Hamiltonian is
\[
H=\frac{\pi_\perp^2}{2m}+\mu_BB\sigma_z+\frac{P^2}{2m^2}\left[\pi_\perp^2\left(\frac1{E_1}+\frac1{E_2}\right)-\frac{\hbar eB}{c}\left(\frac1{E_1}-\frac1{E_2}\right)\sigma_z\right].
\]
Comparing the kinetic part with \(\pi_\perp^2/2m_t\) gives
\[
\frac m{m_t}-1=\frac{P^2}{m}\left(\frac1{E_1}+\frac1{E_2}\right).
\]
Using \(\hbar e/c=2m\mu_B\) and comparing the field part with \(\tfrac12g_\parallel\mu_BB\sigma_z\) gives
\[
g_\parallel-2=-\frac{2P^2}{m}\left(\frac1{E_1}-\frac1{E_2}\right).
\]
Without spin-orbit splitting \(E_1=E_2\), the opposite moments cancel, and \(g_\parallel=2\) however light the electron is.

## (c) Eliminating the matrix element

**Question.** Express \(g_\parallel\) through \(m_t\), \(\delta\) and \(\bar E\). What is the g factor for a field perpendicular to the axis?

**Solution.** Dividing the last two equations removes \(P\):
\[
\frac{g_\parallel-2}{m/m_t-1}=-2\,\frac{1/E_1-1/E_2}{1/E_1+1/E_2}
=-2\,\frac{E_2-E_1}{E_2+E_1}=-2\,\frac{\delta}{2\bar E}.
\]
This is the Roth-Lax estimate:
\[
\boxed{\,g_\parallel=2-\frac{\delta}{\bar E}\left(\frac m{m_t}-1\right)\,}
\]
No expansion in \(\delta/\bar E\) was made. The conditions are a weak field, \(E_1>0\), and transverse coupling to this one doublet with the same \(P\) for both partners. A small ratio \(\delta/\bar E\) can still give a large shift, because it multiplies the large number \(m/m_t-1\). The g factor changes sign when \(\delta/\bar E\) exceeds \(2/(m/m_t-1)\).

For \(\mathbf B\parallel x\), \(\pi_x\) and \(\pi_y\) commute. The doublet couples to \(S\) through these two components alone, so no extra moment appears and \(g_\perp=2\) in this model. For a field at angle \(\theta\) to the axis, the Zeeman matrix \(\tfrac12\mu_B(g_\parallel B_z\sigma_z+g_\perp B_\perp\sigma_\perp)\) has the splitting \(g(\theta)\mu_BB\), with
\[
g(\theta)^2=g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta .
\]

## (d) The same result from Landau levels

**Question.** Recover the mass and the g factor from the level ladder at \(k_z=0\), and find what a strong field changes.

**Solution.** Let \(\ell^2=\hbar c/eB\) and \(\hbar\omega_0=\hbar^2/m\ell^2=2\mu_BB\). With \(\pi_\pm=\pi_x\pm i\pi_y\),
\[
[\pi_-,\pi_+]=2i[\pi_x,\pi_y]=\frac{2\hbar^2}{\ell^2},\qquad
\pi_+=\frac{\sqrt2\,\hbar}{\ell}a^\dagger,\quad \pi_-=\frac{\sqrt2\,\hbar}{\ell}a .
\]
The coupling of \(S\) to \(R_+\) is \(i(P\hbar/m\ell)a^\dagger\), and to \(R_-\) it is \(i(P\hbar/m\ell)a\). Thus \(S\) in level \(n\) meets \(R_+\) in level \(n-1\) with squared strength \((P^2/m)\hbar\omega_0\,n\), and \(R_-\) in level \(n+1\) with \((P^2/m)\hbar\omega_0(n+1)\). For weak field and spin up,
\[
E_{n\uparrow}=\hbar\omega_0\left[n+\tfrac12+\frac{P^2}{m}\left(\frac n{E_1}+\frac{n+1}{E_2}\right)\right]+\mu_BB .
\]
For spin down \(E_1\) and \(E_2\) are exchanged and the last sign is reversed. The spacing in \(n\) is \(\hbar\omega_0m/m_t\), with the mass of part (b). The spin splitting is
\[
E_{n\uparrow}-E_{n\downarrow}=2\mu_BB-\hbar\omega_0\frac{P^2}{m}\left(\frac1{E_1}-\frac1{E_2}\right),
\]
which is \(g_\parallel\mu_BB\) with the earlier \(g_\parallel\).

Diagonalizing the full coupled matrix tests the elimination. With the germanium inputs of part (e), the levels at 0.01 T give \(m_t/m=0.08200\) and \(g_\parallel=1.0265\), as the formulas do. With \(\delta\) raised to 1.5 eV at fixed \(P\) and \(\bar E\), levels and formula both give \(-6.154\), which confirms that \(\delta\) need not be small. At 10 T the lowest level has \(g_\parallel=1.034\). For this level the field changes the g factor by less than 0.01, so band curvature beyond the parabola hardly matters. The change grows with the level index: at 10 T it is about 0.07 for \(n=5\).

## (e) Numbers for germanium

**Question.** Estimate \(\delta\) from the zone-centre splitting \(\Delta_0\) and evaluate \(g_\parallel\).

**Solution.** Both sets of valence states are built mainly from atomic p orbitals, for which the coupling is \(\lambda\mathbf L\cdot\mathbf S\). At the zone centre all three orbitals take part, and
\[
\lambda\,\mathbf L\cdot\mathbf S=\tfrac\lambda2\left[j(j+1)-2-\tfrac34\right]
=\begin{cases}+\lambda/2,&j=3/2\\-\lambda,&j=1/2\end{cases}
\]
so \(\Delta_0=3\lambda/2\). At L the p orbital along the axis is split off. Between the \(x\) and \(y\) orbitals \(L_x\) and \(L_y\) have no matrix elements, and \(\tfrac\lambda2L_z\sigma_z=\pm\lambda/2\) remains. Hence \(\delta=\lambda=\tfrac23\Delta_0\), provided the atomic p content is the same at both points.

Rough typical values are \(m_t=0.082\,m\), \(\Delta_0=0.30\) eV and \(E_1=2.2\) eV. They give \(\delta=0.20\) eV, \(E_2=2.4\) eV and \(\bar E=2.3\) eV, so
\[
g_\parallel=2-\frac{0.20}{2.30}\times11.20=2-0.97=1.03 .
\]
The matrix element implied by the mass is \(2P^2/m=25.7\) eV.

The measured value near 0.8 is a shift of about \(-1.2\) from 2. The estimate supplies about 80% of it. With the mass held fixed, the full shift would need \(\delta/\bar E=0.107\) instead of 0.087, which means \(\delta=0.247\) eV at the same \(\bar E\). Changing one input at a time gives 0.98 for \(\bar E\) lower by 0.1 eV, 1.08 for \(\delta\) lower by 0.01 eV, and 1.00 for \(m_t=0.080\,m\). Changes of this size do not close the gap to 0.8.

The splitting also depends on the direction of the field. A tilt of 10° raises the estimate to \(\sqrt{1.03^2\cos^2 10^\circ+4\sin^2 10^\circ}\approx1.07\). For a field along a cube axis, \(\cos^2\theta=1/3\) for all four valleys, and the model gives \(g=\sqrt{(1.03^2+8)/3}\approx1.74\). Temperature matters for the spin populations: the splitting at 1 T along the axis is 59 µeV, while \(k_BT\) at 4 K is 345 µeV. Dilute, non-degenerate free electrons in this valley, in thermal equilibrium, then have a spin polarization of only \(\tanh(59/690)\approx0.09\). In the other three valleys \(\cos^2\theta=1/9\), so the model gives \(g\approx1.92\) and a larger polarization. In lightly doped n-type germanium, well below the metal-insulator transition, almost all electrons at 4 K are bound to donors in thermal equilibrium, so free ones must first be excited, for example by light.

## (f) Why the estimate is fragile

**Question.** Let the coupling to the upper partner be \(P_+\) and to the lower one \(P_-\). How strongly does a small inequality change \(g_\parallel\), and can it account for the missing shift?

**Solution.** Define \(\mathcal E_\pm=2P_\pm^2/m\). The derivation of part (b) now gives
\[
g_\parallel-2=-\left(\frac{\mathcal E_+}{E_1}-\frac{\mathcal E_-}{E_2}\right).
\]
Put \(\mathcal E_\pm=\bar{\mathcal E}(1\pm\eta/2)\) and separate the terms:
\[
g_\parallel-2=-\bar{\mathcal E}\left(\frac1{E_1}-\frac1{E_2}\right)-\frac{\eta\,\bar{\mathcal E}}2\left(\frac1{E_1}+\frac1{E_2}\right).
\]
To leading order in \(\eta\) the last factor \(\tfrac12\bar{\mathcal E}(1/E_1+1/E_2)\) is \(m/m_t-1\), so the extra shift is \(-\eta(m/m_t-1)\). The moments nearly cancel, but their inequality is multiplied by the full mass enhancement. Here \(\eta\) is the relative difference of the squared couplings. For \(m/m_t-1=11.2\), \(\eta=1\%\) moves \(g_\parallel\) by 0.11, and the missing 0.23 needs \(\eta\approx2\%\).

To size such effects, take a local empirical-pseudopotential model of germanium with lattice constant 5.66 Å and symmetric form factors \(-0.23\), 0.01 and 0.06 Ry at \(G^2=3,8,11\) in units of \((2\pi/a)^2\). The added spin-orbit term acts on p waves around each atom:
\[
\langle\mathbf K|H_{so}|\mathbf K'\rangle=-i\mu\,f(K)f(K')\cos[(\mathbf K-\mathbf K')\cdot\boldsymbol\tau]\,(\mathbf K\times\mathbf K')\cdot\boldsymbol\sigma .
\]
Here \(\boldsymbol\tau\) is half the bond vector, \(f=e^{-K^2/2\kappa^2}\) with \(\kappa=2\) per bohr, and \(\mu\) is fitted to \(\Delta_0=0.30\) eV. The range \(\kappa\) is an assumption. Taking it from 1.5 to 3 per bohr, with \(\mu\) refitted, lowers the \(g_\parallel\) found below by about 0.02 in total, while \(\eta\) grows from about 2.0% to 2.5%; at \(\kappa=1\) per bohr \(\eta\) falls to 1.2% and \(g_\parallel\) rises to about 0.86. Because this term is non-local, the velocity \(\partial H/\hbar\,\partial\mathbf k\) contains a spin-orbit part besides \(\mathbf p/m\), and it takes the place of \(\mathbf p/m\) in the sums over bands.

The model has \(E_1=1.949\) eV, \(E_2=2.146\) eV and \(\delta=0.658\,\Delta_0\), close to the two-thirds rule. The band sum and the band curvature both give \(m_t=0.0918\,m\), somewhat heavier than the typical value. The L3' doublet accounts for the transverse mass enhancement to within 1%, which supports keeping only this doublet in the estimate. Going from 156 to 266 plane waves at fixed \(\mu\) moves \(g_\parallel\) by 0.001.

Fed with the model's own mass and gaps, the estimate gives 1.05. The sum over all bands gives 0.81. The shift from 2 divides as follows:

- unequal gaps, the effect in the estimate: \(-0.955\);
- unequal couplings, 20.47 eV to the upper and 20.01 eV to the lower partner: \(-0.228\);
- all other bands: \(-0.002\).

Here \(\eta=0.46/20.24=2.3\%\) and \(m/m_t-1=9.9\), whose product reproduces the second entry. For a transverse field the sum gives \(g_\perp=1.93\), close to the value 2 of part (c).

The near agreement of 0.81 with experiment must not be taken as an explanation. If the velocity is replaced by the bare \(\mathbf p/m\), the same bands give \(g_\parallel=1.04\), almost the simple estimate. The inequality of the couplings therefore comes mainly from the spin-orbit part of the velocity, and that part rests on the assumed form of \(H_{so}\). Depending on how the vector potential is put into it, a non-local \(H_{so}\) can also produce a direct term linear in \(B\), which was left out of the sum. If the vector potential enters the non-local operator along straight paths through the atom centres, this term adds only about \(-0.01\) to \(g_\parallel\). The model, whose mass also differs from the real one, shows that an inequality of about 2% is enough to shift \(g_\parallel\) by the missing amount. It does not establish the size of that inequality in real germanium.

What stands is that the spin-orbit splitting of L3', multiplied by the large transverse mass enhancement, brings \(g_\parallel\) from 2 down to about 1. With the rough inputs used here, about 0.2 remains. It can come from unequal couplings, from errors in the inputs, or from both: \(\delta=0.23\) eV, \(E_1=2.1\) eV and \(m_t=0.081\,m\) together would already give 0.82. The main values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
ESTIMATE, rough germanium inputs
transverse mass m_t/m            0.082
zone-centre splitting Delta0     0.30 eV
p-shell ratio delta/Delta0       0.6667
L3' splitting delta              0.200 eV
gaps E1, E2                      2.20, 2.40 eV
mean gap Ebar                    2.30 eV
m/m_t - 1                        11.20
delta/Ebar                       0.0870
momentum energy EP = 2P^2/m      25.7 eV
g_par from the formula           1.027
rough measured g_par (input)     0.8
share of measured shift          0.81
delta/Ebar needed for it         0.1072
delta needed at this Ebar        0.247 eV
g_par if Ebar is 0.1 eV less     0.982
g_par if delta is 0.01 eV less   1.075
g_par if m_t is 0.080 m          1.000
LANDAU LEVELS OF THE MODEL
m_t/m from spacing at 0.01 T     0.08200
g_par from splitting at 0.01 T   1.0265
g_par, level n=0, at 10 T        1.0337
delta = 1.5 eV: g from levels    -6.154
delta = 1.5 eV: g from formula   -6.154
Zeeman splitting at 1 T          59.4 ueV
thermal energy kT at 4 K         345 ueV
PSEUDOPOTENTIAL MODEL OF GERMANIUM
lattice constant                 5.66 angstrom
form factors, G^2 = 3, 8, 11     -0.23, 0.01, 0.06 Ry
spin-orbit range kappa           2.0 1/bohr
fitted Delta0                    0.300 eV
plane waves, small and main      156, 266
gaps E1, E2 at L                 1.949, 2.146 eV
delta, delta/Delta0              0.197 eV, 0.658
m_t/m from band sum              0.0918
m_t/m from curvature             0.0918
L3' share of m/m_t - 1           1.002
EP to upper, lower partner       20.47, 20.01 eV
p_z/p_x coupling strength to L3' 2.9e-05
g_par, all bands                 0.814
g_par, estimate, same model      1.046
estimated/full shift from 2      0.80
g_perp, all bands                1.933
shift: unequal gaps              -0.955
shift: unequal couplings         -0.228
shift: all other bands           -0.002
shift: spin mixing in S          -0.0006
g_par with bare momentum only    1.036
cutoff shift of g_par            +0.0011
cutoff shift of m_t/m            +0.00003
```
